# Curl's relation between the g shift and the spin-rotation tensor: a program that tests the result

```python
# Result under test: the second-order g shift and the electron spin-rotation
# tensor obey  Delta g_ab = -eps_ab / (2 B_a)  (Curl's relation).
# Hartree atomic units. a = field/rotation axis, b = spin axis,
# B_a = rotational constant, N = J - S, L = orbital angular momentum,
# alpha = fine-structure constant. Zeeman energy: (1/2) field_a g_ab S_b.
# Spin-rotation energy: (1/2) eps_ab (N_a S_b + S_b N_a).
# First-order terms outside the relation are evaluated in a planar model.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

alpha = const.fine_structure
g_free = abs(const.physical_constants["electron g factor"][0])
to_MHz = const.physical_constants["hartree-hertz relationship"][0] / 1e6


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2 + 0j, (plus - plus.T) / 2j,
            np.diag(m) + 0j]


def kron3(a, b, c):
    return np.kron(np.kron(a, b), c)


# ---------- Model (a): p shell in an asymmetric rotor ----------
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
L = [-1j * levi[k] for k in range(3)]       # real p_x, p_y, p_z basis
S = spin_matrices(0.5)
I2, I3 = np.eye(2), np.eye(3)


def polar_unitary(c):
    u, _, vh = np.linalg.svd(c)
    return u @ vh


def static_g(orbital_h, so):
    """g tensor from the Kramers doublet of the nonrotating molecule."""
    h = np.kron(orbital_h, I2) + so * sum(
        np.kron(L[k], S[k]) for k in range(3))
    ground = np.linalg.eigh(orbital_h)[1][:, :1]
    vec = np.linalg.eigh(h)[1][:, :2]
    basis = vec @ polar_unitary(np.kron(ground, I2).T @ vec).conj().T
    g = np.zeros((3, 3))
    for a in range(3):
        z = np.kron(L[a], I2) + g_free * np.kron(I3, S[a])
        z = basis.conj().T @ z @ basis
        for b in range(3):
            g[a, b] = 2 * np.trace(z @ S[b]).real
    return g


def rotor_eps(orbital_h, so, rot):
    """Spin-rotation tensor from full rotor-orbital-spin diagonalization."""
    ground = np.linalg.eigh(orbital_h)[1][:, :1]
    means = []
    for jj in (0.5, 1.5):
        # body-fixed components of J have reversed commutators
        J = [-m for m in spin_matrices(jj)]
        d = len(J[0])
        Id = np.eye(d)
        h = kron3(Id, orbital_h, I2) + 0j
        for k in range(3):
            nuc = (kron3(J[k], I3, I2) - kron3(Id, L[k], I2)
                   - kron3(Id, I3, S[k]))
            h += rot[k] * nuc @ nuc + so * kron3(Id, L[k], S[k])
        e, v = np.linalg.eigh(h)
        q = polar_unitary(kron3(Id, ground, I2).T @ v[:, :2 * d])
        heff = (q * e[:2 * d]) @ q.conj().T
        means.append(np.trace(heff).real / (2 * d))
    # J = 3/2: separate the J_a J_b part from the J_a S_b part
    def quadrupole(a, b):
        m = (J[a] @ J[b] + J[b] @ J[a]) / 2
        return np.kron(m - (a == b) * jj * (jj + 1) / 3 * Id, I2)
    norm_q = 2 * np.trace(quadrupole(0, 1) @ quadrupole(0, 1)).real
    eps = np.zeros((3, 3))
    for a in range(3):
        for b in range(3):
            b_eff = np.trace(heff @ quadrupole(a, b)).real / norm_q
            b_eff += (a == b) * (means[1] - means[0]) / 3
            js = np.kron(J[a], S[b])
            coef = np.trace(heff @ js).real / np.trace(js @ js).real
            eps[a, b] = coef + 2 * b_eff
    return eps


tilt = np.pi / 6
c, s = np.cos(tilt), np.sin(tilt)
turn = np.array([[1, 0, 0], [0, c, -s], [0, s, c]])
gaps = np.array([0.10, 0.15, 0.0])
orbital_h = turn @ np.diag(gaps) @ turn.T
so_A = 1.0e-3
rot_B = np.array([2e-5, 3e-5, 6e-5])

en, orb = np.linalg.eigh(orbital_h)
dg_sum = np.zeros((3, 3))
for a in range(3):
    for b in range(3):
        for n in (1, 2):
            la = orb[:, 0] @ L[a] @ orb[:, n]
            lb = orb[:, n] @ L[b] @ orb[:, 0]
            dg_sum[a, b] += 2 * so_A * (la * lb).real / (en[0] - en[n])
dg_full = static_g(orbital_h, so_A) - g_free * I3
eps_full = rotor_eps(orbital_h, so_A, rot_B)
curl = -eps_full / (2 * rot_B[:, None])
scale = np.abs(dg_full).max()
dev = np.abs(curl - dg_full).max() / scale
dg_small = static_g(orbital_h, so_A / 4) - g_free * I3
curl_small = -rotor_eps(orbital_h, so_A / 4, rot_B / 4) / (
    rot_B[:, None] / 2)
dev_small = np.abs(curl_small - dg_small).max() / np.abs(dg_small).max()
# neglected higher orders are of relative size A/gap and B/gap
assert np.abs(dg_sum - dg_full).max() < 0.02 * scale
assert dev < 0.01
assert dev_small < 0.4 * dev
assert abs(eps_full[1, 2] / eps_full[2, 1] - rot_B[1] / rot_B[2]) < 0.01

# ---------- Prefactors of the first-order terms ----------
# Dirac 1s state, unit charge, against mass plus gauge corrections.
gam = np.sqrt(1 - alpha**2)
ratio = np.sqrt((1 - gam) / (1 + gam))      # |small/large| component
opts = dict(epsabs=1e-13, epsrel=1e-12, limit=200)
w0 = quad(lambda r: r**(2 * gam) * np.exp(-2 * r), 0, 40, **opts)[0]
w1 = quad(lambda r: r**(2 * gam + 1) * np.exp(-2 * r), 0, 40, **opts)[0]
dirac_shift = 8 / (3 * alpha) * ratio * w1 / (w0 * (1 + ratio**2)) - 2
kin = quad(lambda r: 2 * r**2 * np.exp(-2 * r), 0, 40, **opts)[0]
inv_r = quad(lambda r: 4 * r * np.exp(-2 * r), 0, 40, **opts)[0]
pauli_shift = -2 * alpha**2 * kin + alpha**2 / 2 * (2 / 3) * inv_r
assert abs(dirac_shift / pauli_shift - 1) < 1e-3

# Spin energy in the field of a unit charge moving at unit velocity.
a0 = const.physical_constants["Bohr radius"][0]
v0 = const.physical_constants["atomic unit of velocity"][0]
eh = const.physical_constants["Hartree energy"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
field_si = const.mu_0 / (4 * np.pi) * const.e * v0 / a0**2
assert abs(2 * mu_b * field_si * 0.5 / eh / (alpha**2 / 2) - 1) < 1e-6

# ---------- Model (b): planar electron and two soft centres ----------
charges, centres, soft = (2.0, 1.0), (-1.0, 1.0), 1.0
nuc_mass = 20000.0
inertia = sum(nuc_mass * xc**2 for xc in centres)
B_rot = 1 / (2 * inertia)
npts, step = 35, 0.4
x = (np.arange(npts) - npts // 2) * step
diff = np.subtract.outer(np.arange(npts), np.arange(npts))
safe = np.where(diff == 0, 1, diff)
sign = (-1.0)**np.abs(diff)
T1 = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / step**2
D1 = np.where(diff == 0, 0, sign / safe) / step
one = np.eye(npts)
X, Y = np.repeat(x, npts), np.tile(x, npts)
Dx, Dy = np.kron(D1, one), np.kron(one, D1)
kinetic = np.kron(T1, one) + np.kron(one, T1)

V = np.zeros(npts**2)
unit_grad = []
for q, xc in zip(charges, centres):
    rr = np.sqrt((X - xc)**2 + Y**2 + soft**2)
    V -= q / rr
    unit_grad.append(((X - xc) / rr**3, Y / rr**3))


def gradient(qs):
    return [sum(q * g[i] for q, g in zip(qs, unit_grad))
            for i in (0, 1)]


def cross_p(fx, fy):
    """Real matrix K with (f x p)_z = -i K."""
    k = fx[:, None] * Dy - fy[:, None] * Dx
    return (k - k.T) / 2


H0 = kinetic + np.diag(V)
energy, states = eigh(H0)
psi = states[:, 0]
density = psi**2
K_L = cross_p(X, Y)
Vx, Vy = gradient(charges)
K_so = cross_p(Vx, Vy)


def second_order_g(k_l, k_so):
    left = states[:, 1:].T @ (k_l @ psi)
    right = states[:, 1:].T @ (k_so @ psi)
    return alpha**2 * np.sum(left * right / (energy[0] - energy[1:]))


T_mean = psi @ kinetic @ psi
g_para = second_order_g(K_L, K_so)
g_gauge = alpha**2 / 2 * np.sum(density * (Vx * X + Vy * Y))
g_mass = -2 * alpha**2 * T_mean
nuc_sum = sum(q * xc * np.sum(density * g[0])
              for q, xc, g in zip(charges, centres, unit_grad))
eps_first = -2 * B_rot * alpha**2 * nuc_sum
eps_second_formula = -2 * B_rot * g_para
assert abs(np.sum(density * (Vx * X + Vy * Y)) / (2 * T_mean) - 1) < 1e-3

# Finite magnetic field: ground state, then spin-dependent energy.
field = 1e-3
hb = H0 - 0.5j * field * K_L + np.diag(field**2 / 8 * (X**2 + Y**2))
pb = eigh(hb, subset_by_index=[0, 0])[1][:, 0]
so_b = np.vdot(pb, -1j * (K_so @ pb)).real
g_field = alpha**2 * so_b / field + alpha**2 / 2 * np.sum(
    abs(pb)**2 * (Vx * X + Vy * Y))
assert abs(g_field - g_para - g_gauge) < 1e-3 * abs(g_para)

# Rotating molecule with N = 1, nuclear kinetic energy B (N - L)^2.
N = 1
hr = H0 + B_rot * (N**2 * np.eye(npts**2) + 2j * N * K_L - K_L @ K_L)
pr = eigh(hr, subset_by_index=[0, 0])[1][:, 0]
eps_second = alpha**2 / 2 * np.vdot(pr, -1j * (K_so @ pr)).real / N
assert abs(eps_second / eps_second_formula - 1) < 2e-3

# Shifted gauge origin, spin-orbit field unlike the binding field.
shift = 1.5
so_charges = (8.0, 2.0)
Wx, Wy = gradient(so_charges)
K_w = cross_p(Wx, Wy)
para0 = second_order_g(K_L, K_w)
para1 = second_order_g(cross_p(X - shift, Y), K_w)
gauge0 = alpha**2 / 2 * np.sum(density * (Wx * X + Wy * Y))
gauge1 = alpha**2 / 2 * np.sum(density * (Wx * (X - shift) + Wy * Y))
assert abs(para1 - para0) > 0.01 * alpha**2
assert abs(para1 + gauge1 - para0 - gauge0) < 1e-3 * abs(para1 - para0)

g_total = g_para + g_gauge + g_mass
eps_total = eps_second + eps_first
curl_total = -eps_total / (2 * B_rot)

# ---------- Output ----------
print("MODEL (a): p shell in a planar asymmetric rotor")
print("orbital energies, own axes x' y' z' (Eh):", gaps)
print(f"tilt in yz plane (degree): {np.degrees(tilt):.1f}")
print(f"spin-orbit constant A (Eh): {so_A:.4f}")
print("rotational constants Bx By Bz (Eh):", rot_B)
print("element | dg sum over states | dg full | -eps/(2B) full")
for lab, a, b in (("xx", 0, 0), ("yy", 1, 1), ("zz", 2, 2),
                  ("yz", 1, 2), ("zy", 2, 1)):
    print(f"{lab}: {dg_sum[a, b]:.6f} {dg_full[a, b]:.6f} "
          f"{curl[a, b]:.6f}")
    print(f"   eps_{lab}: {eps_full[a, b]:.4e} Eh = "
          f"{eps_full[a, b] * to_MHz:.1f} MHz")
print(f"largest deviation / largest |dg|: {dev:.5f}")
print(f"same with A and B divided by 4: {dev_small:.5f}")
print("CHECK: one-electron Coulomb 1s state, unit charge")
print(f"g shift, Dirac (1e-6): {dirac_shift * 1e6:.3f}")
print(f"g shift, mass + gauge terms (1e-6): {pauli_shift * 1e6:.3f}")
print("MODEL (b): planar electron, two soft centres")
print("charges (e):", charges, " positions (bohr):", centres)
print(f"softening (bohr): {soft}; nuclear mass (m_e): {nuc_mass:.0f}")
print(f"rotational constant B (Eh): {B_rot:.4e}")
print(f"ground energy (Eh): {energy[0]:.5f}")
print(f"first excitation energy (Eh): {energy[1] - energy[0]:.5f}")
print(f"mean kinetic energy (Eh): {T_mean:.5f}")
print(f"alpha^2 (1e-6): {alpha**2 * 1e6:.3f}")
print(f"dg second order (1e-6): {g_para * 1e6:.4f}")
print(f"dg gauge correction (1e-6): {g_gauge * 1e6:.4f}")
print(f"dg mass correction (1e-6): {g_mass * 1e6:.4f}")
print(f"dg total (1e-6): {g_total * 1e6:.4f}")
print(f"second order + gauge, finite field (1e-6): {g_field * 1e6:.4f}")
print(f"eps second order, N=1 state (Eh): {eps_second:.4e}")
print(f"eps second order, from -2B dg (Eh): {eps_second_formula:.4e}")
print(f"eps first order, moving nuclei (Eh): {eps_first:.4e}")
print(f"eps total (Eh): {eps_total:.4e}")
print(f"-eps_total/(2B) (1e-6): {curl_total * 1e6:.4f}")
print(f"dg total minus that (1e-6): {(g_total - curl_total) * 1e6:.4f}")
print("GAUGE ORIGIN: spin-orbit charges (e):", so_charges)
print(f"origin shift along x (bohr): {shift}")
print(f"second order before, after (1e-6): {para0 * 1e6:.3f} "
      f"{para1 * 1e6:.3f}")
print(f"with gauge term before, after (1e-6): "
      f"{(para0 + gauge0) * 1e6:.3f} {(para1 + gauge1) * 1e6:.3f}")
print("checks complete")
```

Running it gives:

```
MODEL (a): p shell in a planar asymmetric rotor
orbital energies, own axes x' y' z' (Eh): [0.1  0.15 0.  ]
tilt in yz plane (degree): 30.0
spin-orbit constant A (Eh): 0.0010
rotational constants Bx By Bz (Eh): [2.e-05 3.e-05 6.e-05]
element | dg sum over states | dg full | -eps/(2B) full
xx: -0.013333 -0.013500 -0.013462
   eps_xx: 5.3847e-07 Eh = 3543.0 MHz
yy: -0.015000 -0.015102 -0.015071
   eps_yy: 9.0426e-07 Eh = 5949.8 MHz
zz: -0.005000 -0.005086 -0.005023
   eps_zz: 6.0275e-07 Eh = 3965.9 MHz
yz: -0.008660 -0.008674 -0.008702
   eps_yz: 5.2210e-07 Eh = 3435.2 MHz
zy: -0.008660 -0.008674 -0.008700
   eps_zy: 1.0440e-06 Eh = 6869.3 MHz
largest deviation / largest |dg|: 0.00421
same with A and B divided by 4: 0.00105
CHECK: one-electron Coulomb 1s state, unit charge
g shift, Dirac (1e-6): -35.501
g shift, mass + gauge terms (1e-6): -35.501
MODEL (b): planar electron, two soft centres
charges (e): (2.0, 1.0)  positions (bohr): (-1.0, 1.0)
softening (bohr): 1.0; nuclear mass (m_e): 20000
rotational constant B (Eh): 1.2500e-05
ground energy (Eh): -1.56119
first excitation energy (Eh): 0.51909
mean kinetic energy (Eh): 0.30792
alpha^2 (1e-6): 53.251
dg second order (1e-6): 0.2584
dg gauge correction (1e-6): 16.3968
dg mass correction (1e-6): -32.7939
dg total (1e-6): -16.1388
second order + gauge, finite field (1e-6): 16.6552
eps second order, N=1 state (Eh): -6.4609e-12
eps second order, from -2B dg (Eh): -6.4597e-12
eps first order, moving nuclei (Eh): 4.1722e-10
eps total (Eh): 4.1076e-10
-eps_total/(2B) (1e-6): -16.4303
dg total minus that (1e-6): 0.2916
GAUGE ORIGIN: spin-orbit charges (e): (8.0, 2.0)
origin shift along x (bohr): 1.5
second order before, after (1e-6): 4.951 17.467
with gauge term before, after (1e-6): 61.424 61.424
checks complete
```
